# Why a real mask images equally on both sides of focus: verification in Python

```python
"""
Result under test: a real thin mask, an inversion-symmetric incoherent source
and a real even pupil give I(x; +z) = I(x; -z), where I is the aerial image
and z is defocus. More generally, I is unchanged when the mask is conjugated,
the source inverted, the pupil P(g) replaced by conj(P(-g)), and z reversed.
Lengths are in nm, transverse frequencies in 1/nm; f is a mask frequency,
s a source frequency and g = f + s the frequency in the pupil.
Rough inputs describe dry 193 nm lithography; they are not measured results.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

WAVELENGTH = 193.0
NA = 0.85
CUTOFF = NA / WAVELENGTH


def kappa(gx, gy, index=1.0):
    """Axial phase rate relative to the axial wave, in rad/nm."""
    root = np.sqrt(np.maximum((index / WAVELENGTH)**2 - gx**2 - gy**2, 0))
    return 2 * np.pi * (root - index / WAVELENGTH)


def unit_pupil(gx, gy):
    return 1.0


def fields(x, freq, coeff, source, pupil, z):
    gx = source[:, :1] + freq[:, 0]
    gy = source[:, 1:] + freq[:, 1]
    inside = gx**2 + gy**2 <= CUTOFF**2
    transfer = inside * pupil(gx, gy) * np.exp(1j * z * kappa(gx, gy))
    return (transfer * coeff) @ np.exp(2j * np.pi * (freq @ x.T))


def image(x, freq, coeff, source, weight, pupil, z):
    amplitude = fields(x, freq, coeff, source, pupil, z)
    return weight @ np.abs(amplitude)**2 / weight.sum()


def source_grid(n, inner, outer):
    axis = (np.arange(n) - (n - 1) / 2) * 2 / n
    sx, sy = np.meshgrid(axis, axis, indexing="ij")
    radius = np.hypot(sx, sy)
    keep = (radius >= inner) & (radius <= outer)
    return CUTOFF * np.column_stack((sx[keep], sy[keep]))


# General two-dimensional tests on masks without an inversion centre.
rng = np.random.default_rng(7)
PERIOD = 600.0
blocks = rng.uniform(-1, 1, (6, 6))
phases = rng.uniform(-1.2, 1.2, (6, 6))
real_mask = np.kron(blocks, np.ones((4, 4)))
complex_mask = np.kron(blocks * np.exp(1j * phases), np.ones((4, 4)))
pixel = (np.arange(24) + 0.5) * PERIOD / 24
px, py = np.meshgrid(pixel, pixel, indexing="ij")
pixels = np.column_stack((px.ravel(), py.ravel()))
m = np.arange(-5, 6)
mx, my = np.meshgrid(m, m, indexing="ij")
freq2 = np.column_stack((mx.ravel(), my.ravel())) / PERIOD
kernel = np.exp(-2j * np.pi * (freq2 @ pixels.T))


def mask_transform(mask):
    return kernel @ mask.ravel() / mask.size


T_real = mask_transform(real_mask)
T_complex = mask_transform(complex_mask)
T_conjugate = mask_transform(np.conj(complex_mask))
points = rng.uniform(0, PERIOD, (60, 2))
src2 = source_grid(14, 0.0, 0.8)
ux, uy = (src2 / CUTOFF).T
even_weight = 1 + 0.5 * ux * uy
skew_weight = 1 + 0.5 * np.tanh(3 * (ux + 0.5 * uy))
Z_TEST = 120.0


def even_pupil(gx, gy):
    return 1 - 0.3 * (gx**2 + 0.5 * gx * gy) / CUTOFF**2


def skew_pupil(gx, gy):
    return 1 + 0.3 * gx / CUTOFF


def odd_phase_pupil(gx, gy):
    return np.exp(0.8j * (gx / CUTOFF)**3)


def even_phase_pupil(gx, gy):
    return np.exp(0.8j * ((gx**2 + gy**2) / CUTOFF**2)**2)


def general_pupil(gx, gy):
    return (skew_pupil(gx, gy) * odd_phase_pupil(gx, gy)
            * even_phase_pupil(gx, gy))


def reversed_pupil(gx, gy):
    return np.conj(general_pupil(-gx, -gy))


def focus_difference(coeff, weight, pupil):
    plus = image(points, freq2, coeff, src2, weight, pupil, Z_TEST)
    minus = image(points, freq2, coeff, src2, weight, pupil, -Z_TEST)
    return np.max(np.abs(plus - minus))


left_side = image(points, freq2, T_complex, src2, skew_weight,
                  general_pupil, Z_TEST)
right_side = image(points, freq2, T_conjugate, -src2, skew_weight,
                   reversed_pupil, -Z_TEST)
identity_error = np.max(np.abs(left_side - right_side))
assert identity_error < 1e-12
ideal_error = focus_difference(T_real, even_weight, even_pupil)
odd_phase_error = focus_difference(T_real, even_weight, odd_phase_pupil)
constant_phase_error = focus_difference(
    T_real * np.exp(0.7j), even_weight, even_pupil)
assert max(ideal_error, odd_phase_error, constant_phase_error) < 1e-12
focus_change = np.max(np.abs(
    image(points, freq2, T_real, src2, even_weight, even_pupil, Z_TEST)
    - image(points, freq2, T_real, src2, even_weight, even_pupil, 0)))
assert focus_change > 1e-3
breaks = {
    "complex mask": focus_difference(T_complex, even_weight, even_pupil),
    "lopsided source": focus_difference(T_real, skew_weight, even_pupil),
    "even phase aberration": focus_difference(
        T_real, even_weight, even_phase_pupil),
    "lopsided real pupil": focus_difference(
        T_real, even_weight, skew_pupil)}
assert min(breaks.values()) > 1e-4

# Source points pair up; one oblique point alone need not be symmetric.
one = np.array([[0.43, 0.21]]) * CUTOFF
one_plus = np.abs(fields(points, freq2, T_real, one, even_pupil, Z_TEST))**2
one_minus = np.abs(fields(points, freq2, T_real, one, even_pupil, -Z_TEST))**2
partner = np.abs(fields(points, freq2, T_real, -one, even_pupil, -Z_TEST))**2
single_difference = np.max(np.abs(one_plus - one_minus))
assert np.max(np.abs(one_plus - partner)) < 1e-12
assert single_difference > 1e-3


# The propagated field must satisfy the Helmholtz equation.
def full_field(x, z):
    carrier = np.exp(2j * np.pi * (x @ one[0] + z / WAVELENGTH))
    return carrier * fields(x, freq2, T_real, one, unit_pupil, z)[0]


centre_field = full_field(points, 40.0)
dx, dy = np.array([1.0, 0.0]), np.array([0.0, 1.0])
laplacian = (full_field(points + dx, 40) + full_field(points - dx, 40)
             + full_field(points + dy, 40) + full_field(points - dy, 40)
             + full_field(points, 41) + full_field(points, 39)
             - 6 * centre_field)
k_squared = (2 * np.pi / WAVELENGTH)**2
helmholtz_error = (np.max(np.abs(laplacian + k_squared * centre_field))
                   / (k_squared * np.max(np.abs(centre_field))))
assert helmholtz_error < 1e-3  # second-order finite differences, step 1 nm


def slope_formula(coeff):
    a = fields(points, freq2, coeff, src2, even_pupil, 0)
    b = fields(points, freq2, coeff, src2,
               lambda gx, gy: even_pupil(gx, gy) * kappa(gx, gy), 0)
    return -2 * even_weight @ np.imag(np.conj(a) * b) / even_weight.sum()


numerical_slope = (
    image(points, freq2, T_complex, src2, even_weight, even_pupil, 0.5)
    - image(points, freq2, T_complex, src2, even_weight, even_pupil, -0.5))
complex_slope = slope_formula(T_complex)
assert np.max(np.abs(numerical_slope - complex_slope)) < (
    1e-3 * np.max(np.abs(complex_slope)))
assert np.max(np.abs(slope_formula(T_real))) < 1e-13

# One-dimensional masks and the example.
orders = np.arange(-6, 7)
freq1 = np.column_stack((orders / PERIOD, np.zeros(len(orders))))
ABSORBER = -np.sqrt(0.06)
LINES = ((130.0, 100.0), (390.0, 140.0))


def strip_transform(order, period, strips, background=1.0):
    """Each strip is centre, width and added complex transmission."""
    result = background * (order == 0).astype(complex)
    for centre, width, added in strips:
        result += (added * width / period * np.sinc(order * width / period)
                   * np.exp(-2j * np.pi * order * centre / period))
    return result


coeff1 = strip_transform(
    orders, PERIOD, [(c, w, ABSORBER - 1) for c, w in LINES])
sample = (np.arange(60000) + 0.5) * PERIOD / 60000
sample_mask = np.ones(60000)
for centre, width in LINES:
    sample_mask[np.abs(sample - centre) < width / 2] = ABSORBER
quadrature = np.array([np.mean(sample_mask * np.exp(
    -2j * np.pi * q * sample / PERIOD)) for q in orders])
assert np.max(np.abs(quadrature - coeff1)) < 1e-6

source = source_grid(50, 0.5, 0.8)
weight = np.ones(len(source))
x_fine = np.column_stack((np.arange(600.0), np.zeros(600)))
x_coarse = x_fine[::4]


def ideal(z, x=x_fine):
    return image(x, freq1, coeff1, source, weight, unit_pupil, z)


def crossing(profile, threshold):
    above = np.flatnonzero(profile >= threshold)
    if len(above) == 0:
        return float(len(profile) - 1)
    i = above[0]
    if i == 0:
        return 0.0
    return i - 1 + (threshold - profile[i - 1]) / (profile[i] - profile[i - 1])


def printed_line(profile, centre, threshold):
    c = int(centre)
    right = crossing(profile[c:], threshold)
    left = crossing(profile[c::-1], threshold)
    return left + right, c + (right - left) / 2


focus_image = ideal(0)
threshold = brentq(
    lambda q: printed_line(focus_image, 130, q)[0] - 100, 0.02, 0.95)
assert abs(printed_line(focus_image, 130, threshold)[0] - 100) < 0.01
H = 100.0
assert np.max(np.abs(ideal(H) - ideal(-H))) < 1e-12
fine_source = source_grid(150, 0.5, 0.8)
fine_image = image(x_fine, freq1, coeff1, fine_source,
                   np.ones(len(fine_source)), unit_pupil, H)
grid_change = (printed_line(fine_image, 130, threshold)[0]
               - printed_line(ideal(H), 130, threshold)[0])
assert abs(grid_change) < 1.0  # finite source-grid error, in nm

# A symmetric mask with a lopsided source has a mirrored focus response.
single_line = strip_transform(orders, PERIOD, [(0, 100, ABSORBER - 1)])
lopsided = 1 + 0.4 * np.sign(source[:, 0])
mirror_plus = image(x_fine, freq1, single_line, source, lopsided,
                    unit_pupil, H)
mirror_minus = image(-x_fine, freq1, single_line, source, lopsided,
                     unit_pupil, -H)
same_x_minus = image(x_fine, freq1, single_line, source, lopsided,
                     unit_pupil, -H)
assert np.max(np.abs(mirror_plus - mirror_minus)) < 1e-12
assert np.max(np.abs(mirror_plus - same_x_minus)) > 1e-3

# Three-beam formula and focus shift from an absorber phase error.
PHASE_ERROR = np.deg2rad(3.0)
wrong_absorber = ABSORBER * np.exp(1j * PHASE_ERROR)
PITCH3 = 280.0
order3 = np.array([-1, 0, 1])
freq3 = np.column_stack((order3 / PITCH3, np.zeros(3)))
coeff3 = strip_transform(order3, PITCH3, [(0, 140, wrong_absorber - 1)])
a0, a1 = coeff3[1], coeff3[2]
kappa1 = kappa(1 / PITCH3, 0.0)
eta = np.angle(-a1 / a0)
shift_formula = -eta / kappa1
x3 = np.column_stack((np.linspace(0, PITCH3, 41), np.zeros(41)))
axis_source, axis_weight = np.zeros((1, 2)), np.ones(1)
cosine = np.cos(2 * np.pi * x3[:, 0] / PITCH3)
for z in (-90, 0, 70):
    direct = image(x3, freq3, coeff3, axis_source, axis_weight, unit_pupil, z)
    closed = (abs(a0)**2 + 4 * np.real(
        np.conj(a0) * a1 * np.exp(1j * kappa1 * z)) * cosine
        + 4 * abs(a1)**2 * cosine**2)
    assert np.max(np.abs(direct - closed)) < 1e-12
ends = np.array([[0.0, 0.0], [PITCH3 / 2, 0.0]])


def negative_modulation(z):
    dark, bright = image(ends, freq3, coeff3, axis_source, axis_weight,
                         unit_pupil, z)
    return dark - bright


shift_search = minimize_scalar(negative_modulation, bounds=(-60, 60),
                               method="bounded", options={"xatol": 1e-5}).x
assert abs(shift_search - shift_formula) < 0.01


# Neglected effects that can disturb the symmetry.
def varied_model(coeff=coeff1, weights=weight, pupil=unit_pupil):
    return lambda z, x=x_fine: image(
        x, freq1, coeff, source, weights, pupil, z)


phase_coeff = strip_transform(
    orders, PERIOD, [(c, w, wrong_absorber - 1) for c, w in LINES])
EDGE_WIDTH = 2.5
edge_strips = [(c + side * w / 2, EDGE_WIDTH, 1j)
               for c, w in LINES for side in (-1, 1)]
edge_coeff = coeff1 + strip_transform(orders, PERIOD, edge_strips, 0.0)
ABERRATION_RMS = 0.005


def spherical_pupil(gx, gy):
    r2 = (gx**2 + gy**2) / CUTOFF**2
    wave = np.sqrt(5) * (6 * r2**2 - 6 * r2 + 1)
    return np.exp(2j * np.pi * ABERRATION_RMS * wave)


def coma_pupil(gx, gy):
    r2 = (gx**2 + gy**2) / CUTOFF**2
    wave = np.sqrt(8) * (3 * r2 - 2) * gx / CUTOFF
    return np.exp(2j * np.pi * ABERRATION_RMS * wave)


IMBALANCE = 0.02
unbalanced = 1 + IMBALANCE * np.sign(source[:, 0])
RESIST_INDEX, RESIST_DEPTH, ABSORPTION = 1.7, 150.0, 0.0012
nodes, node_weights = np.polynomial.legendre.leggauss(6)
depths = (nodes + 1) * RESIST_DEPTH / 2
depth_weights = node_weights * np.exp(-ABSORPTION * depths)
depth_weights /= depth_weights.sum()


def resist_model(z, x=x_fine):
    total = np.zeros(len(x))
    for depth, share in zip(depths, depth_weights):
        def film_pupil(gx, gy, d=depth):
            return np.exp(1j * d * kappa(gx, gy, RESIST_INDEX))
        total += share * image(x, freq1, coeff1, source, weight, film_pupil, z)
    return total


def size_asymmetry(model):
    plus, minus = model(H), model(-H)
    width_p, place_p = printed_line(plus, 130, threshold)
    width_m, place_m = printed_line(minus, 130, threshold)

    def mismatch(z0):
        difference = model(z0 + H, x_coarse) - model(z0 - H, x_coarse)
        return np.sqrt(np.mean(difference**2))
    trial = np.arange(-120.0, 121.0, 10.0)
    start = trial[np.argmin([mismatch(q) for q in trial])]
    best = minimize_scalar(mismatch, bounds=(start - 10, start + 10),
                           method="bounded", options={"xatol": 0.01}).x
    remaining = np.max(np.abs(model(best + H) - model(best - H)))
    return (np.max(np.abs(plus - minus)), width_p - width_m,
            place_p - place_m, best, remaining)


effects = {
    "absorber phase": size_asymmetry(varied_model(coeff=phase_coeff)),
    "mask edge fields": size_asymmetry(varied_model(coeff=edge_coeff)),
    "spherical": size_asymmetry(varied_model(pupil=spherical_pupil)),
    "source imbalance": size_asymmetry(varied_model(weights=unbalanced)),
    "resist film": size_asymmetry(resist_model)}
coma_model = varied_model(pupil=coma_pupil)
assert np.max(np.abs(coma_model(H) - coma_model(-H))) < 1e-12


# Unpolarized vector imaging, including the image-side radiometric factor.
def direction_cosine(gx, gy):
    return np.sqrt(np.maximum(1 - WAVELENGTH**2 * (gx**2 + gy**2), 0.01))


def polarization_factor(gx, gy, output, incoming):
    a, b = WAVELENGTH * gx, WAVELENGTH * gy
    c = direction_cosine(gx, gy)
    table = ((1 - a*a / (1 + c), -a*b / (1 + c)),
             (-a*b / (1 + c), 1 - b*b / (1 + c)), (-a, -b))
    return table[output][incoming] / np.sqrt(c)


def vector_image(z, coeff=coeff1):
    total = np.zeros(len(x_fine))
    for output in range(3):
        for incoming in range(2):
            def pupil(gx, gy, o=output, i=incoming):
                return polarization_factor(gx, gy, o, i)
            amplitude = fields(x_fine, freq1, coeff, source, pupil, z)
            total += 0.5 * (weight @ np.abs(amplitude)**2)
    clear = np.sum(weight / direction_cosine(source[:, 0], source[:, 1]))
    return total / clear


clear_coeff = (orders == 0).astype(complex)
assert np.max(np.abs(vector_image(0, clear_coeff) - 1)) < 1e-12
vector_focus = vector_image(0)
assert np.max(np.abs(vector_image(H) - vector_image(-H))) < 1e-12

# A symmetric Gaussian focus spread represents finite laser bandwidth.
BLUR_RMS = 30.0
hx, hw = np.polynomial.hermite.hermgauss(9)


def blurred_image(z):
    return sum(w * ideal(z + np.sqrt(2) * BLUR_RMS * q)
               for q, w in zip(hx, hw)) / np.sqrt(np.pi)


blur_focus = blurred_image(0)
assert np.max(np.abs(blurred_image(H) - blurred_image(-H))) < 1e-12

photon_energy = (constants.h * constants.c
                 / (WAVELENGTH * 1e-9 * constants.e))
print(f"Wavelength {WAVELENGTH:.0f} nm; photon energy {photon_energy:.3f} eV")
print(f"NA {NA:.2f}; annulus 0.5 to 0.8; source points {len(source)}")
print(f"Mask period {PERIOD:.0f} nm; line centres, widths {LINES} nm")
print(f"Absorber amplitude {ABSORBER:.4f}; intensity {ABSORBER**2:.3f}")
print(f"Pupil-edge phase at 100 nm defocus {H*kappa(CUTOFF, 0):.4f} rad")
print(f"General identity, max intensity error {identity_error:.1e}")
print(f"Ideal 2D test, max +/-120 nm difference {ideal_error:.1e}")
print(f"Same test, change from focus to 120 nm {focus_change:.4f}")
print(f"One source point alone, +/-120 nm difference {single_difference:.4f}")
for name, value in breaks.items():
    print(f"Broken by {name}: max intensity difference {value:.4f}")
print(f"Odd phase aberration: difference {odd_phase_error:.1e}")
print(f"Helmholtz relative residual {helmholtz_error:.1e}")
print(f"Threshold / clear-field intensity {threshold:.4f}")
for z in (-150, -100, -50, 0, 50, 100, 150):
    profile = ideal(z)
    narrow = printed_line(profile, 130, threshold)[0]
    wide = printed_line(profile, 390, threshold)[0]
    print(f"z {z:+4d} nm: widths {narrow:.3f}, {wide:.3f} nm; "
          f"I(130 nm) {profile[130]:.5f}")
print(f"Finer source changes narrow width at 100 nm by {grid_change:+.3f} nm")
print(f"Three-beam pitch {PITCH3:.0f} nm; phase error "
      f"{np.rad2deg(PHASE_ERROR):.1f} deg")
print(f"Three-beam eta {eta:.5f} rad; kappa1 {kappa1:.6f} rad/nm")
print(f"Focus shift: formula {shift_formula:.3f}, "
      f"search {shift_search:.3f} nm")
print(f"Assumed edge strips {EDGE_WIDTH:.1f} nm wide, added amplitude i")
print(f"Assumed spherical {ABERRATION_RMS:.3f} waves rms; "
      f"source imbalance +/-{100*IMBALANCE:.0f}%")
print(f"Assumed resist: index {RESIST_INDEX:.1f}, depth {RESIST_DEPTH:.0f} nm, "
      f"absorption {1000*ABSORPTION:.1f} /um")
print("Effects below: image at +100 nm minus image at -100 nm")
for name, (di, dw, dp, best, rest) in effects.items():
    print(f"{name}: max dI {di:.5f}; width {dw:+.3f}, centre {dp:+.3f} nm")
    print(f"  best recentring {best:+.2f} nm; remaining max dI {rest:.5f}")
for name, profile in (("Vector", vector_focus), ("Focus blur", blur_focus)):
    change = np.max(np.abs(profile - focus_image))
    width = printed_line(profile, 130, threshold)[0]
    print(f"{name} at focus: max dI {change:.4f}; narrow width {width:.3f} nm")
print(f"Assumed focus blur {BLUR_RMS:.0f} nm rms")
print("finished without a failed check")
```

Running it gives:

```
Wavelength 193 nm; photon energy 6.424 eV
NA 0.85; annulus 0.5 to 0.8; source points 780
Mask period 600 nm; line centres, widths ((130.0, 100.0), (390.0, 140.0)) nm
Absorber amplitude -0.2449; intensity 0.060
Pupil-edge phase at 100 nm defocus -1.5406 rad
General identity, max intensity error 8.3e-17
Ideal 2D test, max +/-120 nm difference 5.6e-17
Same test, change from focus to 120 nm 0.0590
One source point alone, +/-120 nm difference 0.2463
Broken by complex mask: max intensity difference 0.0745
Broken by lopsided source: max intensity difference 0.0432
Broken by even phase aberration: max intensity difference 0.1047
Broken by lopsided real pupil: max intensity difference 0.0233
Odd phase aberration: difference 5.6e-17
Helmholtz relative residual 4.7e-05
Threshold / clear-field intensity 0.3065
z -150 nm: widths 97.063, 131.289 nm; I(130 nm) 0.12474
z -100 nm: widths 98.930, 138.399 nm; I(130 nm) 0.08568
z  -50 nm: widths 99.764, 142.406 nm; I(130 nm) 0.06046
z   +0 nm: widths 100.000, 143.713 nm; I(130 nm) 0.05174
z  +50 nm: widths 99.764, 142.406 nm; I(130 nm) 0.06046
z +100 nm: widths 98.930, 138.399 nm; I(130 nm) 0.08568
z +150 nm: widths 97.063, 131.289 nm; I(130 nm) 0.12474
Finer source changes narrow width at 100 nm by -0.262 nm
Three-beam pitch 280 nm; phase error 3.0 deg
Three-beam eta 0.02727 rad; kappa1 -0.008969 rad/nm
Focus shift: formula 3.040, search 3.040 nm
Assumed edge strips 2.5 nm wide, added amplitude i
Assumed spherical 0.005 waves rms; source imbalance +/-2%
Assumed resist: index 1.7, depth 150 nm, absorption 1.2 /um
Effects below: image at +100 nm minus image at -100 nm
absorber phase: max dI 0.00170; width -0.193, centre +0.085 nm
  best recentring -0.13 nm; remaining max dI 0.00176
mask edge fields: max dI 0.00812; width -0.117, centre -0.168 nm
  best recentring -2.22 nm; remaining max dI 0.00501
spherical: max dI 0.00869; width -0.593, centre +0.186 nm
  best recentring -1.45 nm; remaining max dI 0.00836
source imbalance: max dI 0.00650; width -0.606, centre +0.105 nm
  best recentring +0.13 nm; remaining max dI 0.00658
resist film: max dI 0.06200; width -2.040, centre +1.720 nm
  best recentring -36.15 nm; remaining max dI 0.00234
Vector at focus: max dI 0.0678; narrow width 95.088 nm
Focus blur at focus: max dI 0.0043; narrow width 99.916 nm
Assumed focus blur 30 nm rms
finished without a failed check
```
